\section*{Self-energy embedding in GW from a split Luttinger-Ward functional}

\section{The physical situation}

A molecule or solid may have a few orbitals in which electrons correlate strongly, surrounded by many in which screening is the main effect. GW describes screening and screened exchange, but omits the second-order exchange and ladder diagrams, which can matter in the few orbitals. A better solver there must not count the GW processes twice, and the combined self-energy must not create charge or energy. Both demands are met by embedding a functional and differentiating it.

Take spin-independent, number-conserving $h$ and the instantaneous interaction
\begin{equation}
H=\sum_{ij\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}
+\tfrac12\sum_{ij\sigma\sigma'}v_{ij}
c^\dagger_{i\sigma}c^\dagger_{j\sigma'}c_{j\sigma'}c_{i\sigma}.
\end{equation}
The state is normal and spin symmetric; $G$ and $\Sigma$ are matrices for one spin. With $\hbar=k_B=1$,
\begin{equation}
G_{ij}(\tau)=-\langle T c_i(\tau)c_j^\dagger\rangle,\qquad
\mathrm{Tr}\,X=\frac{2}{\beta}\sum_n e^{i\omega_n0^+}\mathrm{tr}\,X(i\omega_n).
\end{equation}
The factor 2 is spin; $\mathrm{tr}$ runs over orbitals.

Let $B$ hold fixed orthonormal active orbitals, so that $G_A=B^\dagger GB$, and let $v_A$ be the bare integrals with all indices active. For whole sites $v_A$ is a block of $v$. For one real hybrid orbital $u$ it is the number $\sum_{ij}u_i^2v_{ij}u_j^2$.

\section{The functional and its stationary point}

$\Phi[G;v]$ is the sum of closed skeleton diagrams, with $\delta\Phi=\mathrm{Tr}\,\Sigma\,\delta G$. Let $G_0^{-1}=i\omega_n+\mu-h$ and
\begin{equation}
\Omega[G]=\Phi[G]-\mathrm{Tr}\big[(G_0^{-1}-G^{-1})G\big]
-\mathrm{Tr}\ln(-G^{-1}).
\label{omega}
\end{equation}
In the middle term $G^{-1}G$ is constant. Since $\delta(G^{-1})=-G^{-1}\delta G\,G^{-1}$, the logarithm contributes $+\mathrm{Tr}\,G^{-1}\delta G$. Thus
\begin{equation}
\delta\Omega=\mathrm{Tr}\big[(\Sigma-G_0^{-1}+G^{-1})\delta G\big],
\end{equation}
which vanishes when $G^{-1}=G_0^{-1}-\Sigma$, the Dyson equation. This holds for any $\Phi$ from which $\Sigma$ is derived.

Now sort the skeleton diagrams. Those with every index in $A$ depend on $G_A$ and $v_A$ alone; let $\Phi_S$ sum them, exactly or in a $\Phi$-derivable approximation. All others are kept at GW level. The GW diagrams lying wholly in $A$ form $\Phi_{GW}[G_A;v_A]$ and must be removed once:
\begin{equation}
\Phi[G]=\Phi_{GW}[G;v]+\sum_A\big(\Phi_S[G_A;v_A]-\Phi_{GW}[G_A;v_A]\big).
\label{split}
\end{equation}
Disjoint active spaces share no such diagram, so the sum does not double count. As $\delta G_A=B^\dagger\delta G\,B$, cyclicity gives $\mathrm{Tr}\,\Sigma_S\delta G_A=\mathrm{Tr}\,B\Sigma_SB^\dagger\delta G$, and
\begin{equation}
\Sigma=\Sigma_{GW}[G;v]+\sum_A B\big(\Sigma_S[G_A;v_A]
-\Sigma_{GW}[G_A;v_A]\big)B^\dagger.
\label{sigma}
\end{equation}
If $B$ or $v_A$ were recomputed from $G$, for instance through natural orbitals, the chain rule would add terms missing from (\ref{sigma}). They must be frozen, or those terms included.

Two limits check the counting. If $A$ is the whole system, the GW terms cancel and $\Phi=\Phi_S$. If $v$ acts only inside one $A$, then $\Phi_{GW}[G;v]=\Phi_{GW}[G_A;v_A]$ and again $\Phi=\Phi_S$, however strongly $A$ hops to its surroundings. With an exact $\Phi_S$ both limits are exact.

\section{The GW and second-order terms}

With $\rho_{ij}=G_{ij}(\tau=0^-)$, the first-order self-energy is
\begin{equation}
\Sigma^{HF}_{ij}=2\delta_{ij}\sum_kv_{ik}\rho_{kk}-v_{ij}\rho_{ij}.
\end{equation}
It is contained in both $\Phi_S$ and $\Phi_{GW}$, so it cancels in their difference. The remaining GW diagrams are rings. Define
\begin{equation}
P_{ij}(\tau)=2G_{ij}(\tau)G_{ji}(-\tau),\qquad W=(1-vP)^{-1}v,
\end{equation}
$W^c=W-v$, and the boson trace $\mathrm{Tr}_b=\beta^{-1}\sum_m\mathrm{tr}$. Then
\begin{equation}
\Phi_c=\tfrac12\mathrm{Tr}_b\big[\ln(1-vP)+vP\big],
\end{equation}
\begin{equation}
\delta\Phi_c=\tfrac12\mathrm{Tr}_b\big[-(1-vP)^{-1}v\,\delta P+v\,\delta P\big]
=-\tfrac12\mathrm{Tr}_b\,W^c\delta P .
\end{equation}
In time, $\delta P_{ji}(\tau)=2\delta G_{ji}(\tau)G_{ij}(-\tau)+2G_{ji}(\tau)\delta G_{ij}(-\tau)$. The two terms contribute equally because $W^c_{ij}(-\tau)=W^c_{ji}(\tau)$. Hence
\begin{equation}
\delta\Phi_c=-2\int_0^\beta\! d\tau\sum_{ij}
W^c_{ij}(-\tau)G_{ij}(-\tau)\,\delta G_{ji}(\tau).
\end{equation}
Comparison with $\mathrm{Tr}\,\Sigma\delta G=2\int d\tau\sum_{ij}\Sigma_{ij}(-\tau)\delta G_{ji}(\tau)$ gives
\begin{equation}
\Sigma^c_{ij}(\tau)=-G_{ij}(\tau)W^c_{ij}(\tau).
\end{equation}
The subtracted term has this form with $P_A$ built from $G_A$ and $W_A=(1-v_AP_A)^{-1}v_A$. It is not the active block of the full $W$. This two-index form, like the second-order formula below, holds for whole-site active orbitals or a single hybrid orbital. Several hybrid orbitals sharing sites also have integrals that are not of density-density form, so $v_A$ and $P_A$ then need pairs of orbitals as indices.

The example below uses for $\Phi_S$ the first- and second-order skeletons. The second-order self-energy is
\begin{align}
\Sigma^{(2)}_{ij}(\tau)={}&-G_{ij}(\tau)\,[v_AP_Av_A]_{ij}(\tau)\nonumber\\
&+\sum_{kl}v_{ik}v_{lj}G_{il}(\tau)G_{lk}(-\tau)G_{kj}(\tau),
\end{align}
all indices being active. For one orbital the terms are $-2U^2G^2(\tau)G(-\tau)$ and $+U^2G^2(\tau)G(-\tau)$: exchange removes the same-spin half of the ring, as the Pauli principle requires.

\section{What the impurity solver receives}

Write $E$ for the environment and $X=h+\Sigma$. Block inversion of the Dyson equation gives
\begin{equation}
G_A^{-1}=i\omega_n+\mu-X_{AA}-X_{AE}(i\omega_n+\mu-X_{EE})^{-1}X_{EA}.
\end{equation}
For one active space, inserting (\ref{sigma}) in $X_{AA}$ yields an impurity problem:
\begin{align}
G_A^{-1}&=\mathcal G_0^{-1}-\Sigma_S,\qquad
\mathcal G_0^{-1}=i\omega_n+\mu-\varepsilon_A-\Delta,\\
\varepsilon_A+\Delta&=h_{AA}+\Sigma_{GW}[G;v]_{AA}-\Sigma_{GW}[G_A;v_A]\nonumber\\
&\quad+X_{AE}(i\omega_n+\mu-X_{EE})^{-1}X_{EA}.
\label{delta}
\end{align}
The static part is $\varepsilon_A$. For whole-site active orbitals, Fock terms inside $A$ cancel and the environment adds its Hartree potential. The impurity interaction is the bare $v_A$.

Environment screening is therefore present, but it enters through $\Delta$. At second order in $v$ the GW difference in (\ref{delta}) contains, for one active site 0 and real $h$ (otherwise $2P_{0k}$ becomes $P_{0k}+P_{k0}$),
\begin{equation}
W^c_{00}-W^c_{A,00}\simeq 2\sum_{k\in E}v_{00}P_{0k}v_{k0}
+\sum_{kl\in E}v_{0k}P_{kl}v_{l0}.
\label{cross}
\end{equation}
With this $\Delta$ kept, giving the solver an interaction already screened by $E$ instead of $v_A$ would count the last term again. The cross term has no fixed sign, so the difference can carry negative spectral weight and $\Delta$ need not be causal. A bath fitted with real couplings may then fail to reproduce it. The four-site chain below is such a case: one eigenvalue of $\omega_n\,\mathrm{Im}\,\Delta$ is positive, about $0.06t^2$ at large $\omega_n$, so no Hermitian bath reproduces its $\Delta$ exactly. In the limit where $v$ acts only in $A$ the difference vanishes, and $\Delta$ is an ordinary causal hybridization.

An exact solver also supplies the functional. Let $\Omega_{imp}$ be the grand potential of impurity plus bath minus that of the free bath. Then
\begin{equation}
\Phi_S=\Omega_{imp}+\mathrm{Tr}\,\Sigma_SG_A+\mathrm{Tr}\ln(-G_A^{-1}).
\label{phiimp}
\end{equation}
Changing the bath changes the quadratic action, so $d\Omega_{imp}=-\mathrm{Tr}\,G_Ad\mathcal G_0^{-1}$; a level shift $d\varepsilon$ confirms the sign, since it gives $n\,d\varepsilon$. Using $dG_A^{-1}=d\mathcal G_0^{-1}-d\Sigma_S$,
\begin{align}
d\Phi_S&=-\mathrm{Tr}\,G_Ad\mathcal G_0^{-1}+\mathrm{Tr}\,\Sigma_SdG_A
+\mathrm{Tr}\,G_Ad\Sigma_S\nonumber\\
&\quad+\mathrm{Tr}\,G_A(d\mathcal G_0^{-1}-d\Sigma_S)
=\mathrm{Tr}\,\Sigma_SdG_A .
\end{align}
The bath drops out. We assume that the solution stays on the branch connected to the skeleton series, where $\Sigma_S$ is a single-valued functional of $G_A$.

\section{Conservation of charge}

For dynamics, place $G$ on the real-time contour with $G=-i\langle Tcc^\dagger\rangle$, so that $G(t,t^+)=i\rho(t)$. Products such as $\Sigma G$ include contour integration, and now $\delta\Phi=2\int\!\!\int\mathrm{tr}\,\Sigma(z,z')\delta G(z',z)$. The Dyson equation and its adjoint read
\begin{equation}
i\partial_zG=hG+1+\Sigma G,\qquad -i\partial_{z'}G=Gh+1+G\Sigma .
\label{eom}
\end{equation}
Subtracting them at equal times gives
\begin{equation}
\dot\rho=-i[h,\rho]-[\Sigma,G](t,t).
\label{rhodot}
\end{equation}

Now multiply $G_{ij}(z,z')$ by $e^{i\alpha(z)-i\alpha(z')}$. At each vertex as many lines enter as leave, at one time, so all phases cancel in every term of (\ref{split}). To first order $\delta G=i(\alpha G-G\alpha)$, and invariance states
\begin{equation}
0=2i\int dz\,\alpha(z)\,\mathrm{tr}\,[G\Sigma-\Sigma G](z,z).
\end{equation}
As $\alpha(z)$ is arbitrary, $\mathrm{tr}[\Sigma,G](t,t)=0$. The trace of $[h,\rho]$ also vanishes, so the total number $2\,\mathrm{tr}\rho$ is constant.

A stronger law needs a site-dependent phase $\alpha_i(z)$. A density-density vertex still cancels it site by site, and an active space made of whole sites transforms into itself. Then $[\Sigma,G]_{ii}(t,t)=0$ and (\ref{rhodot}) leaves only the bond currents in $-i[h,\rho]_{ii}$. An active orbital spread over two sites is not mapped to itself by different phases. Site-resolved continuity is then not guaranteed, though total number survives.

\section{Conservation of energy}

Let $v$ be multiplied by $\lambda(z)$ at time $z$, in both $v$ and $v_A$. Each vertex has four fermion legs at that time, so the same change of $\Phi$ results from multiplying each leg by $\lambda^{1/4}$. At $\lambda=1$,
\begin{equation}
\frac{\delta\Phi}{\delta\lambda(z)}
=\tfrac12\mathrm{tr}(\Sigma G+G\Sigma)(z,z)\equiv iE_{int}(z).
\label{eint}
\end{equation}
The coefficient is spin 2 times $\tfrac14$. The factor $i$ is fixed at first order, where $\delta\Phi=2i\int\mathrm{tr}\,\Sigma^{HF}\delta\rho=i\int\delta E_{HF}$.

For constant $v$, reparametrize time as $\theta(z)=z+\epsilon(z)$, with $\epsilon=0$ at the contour ends:
\begin{equation}
G(z,z')\to\dot\theta(z)^{1/4}G(\theta(z),\theta(z'))\dot\theta(z')^{1/4}.
\end{equation}
The four leg factors at a vertex give $\dot\theta$, which turns $dz$ into $d\theta$, so $\Phi$ is unchanged. Its first variation has two parts. The factors $\tfrac14\dot\epsilon$ give $\int\dot\epsilon\,iE_{int}$ by (\ref{eint}); the shifts of the arguments give derivatives of $G$. After integration by parts in the first,
\begin{equation}
i\dot E_{int}=2\,\mathrm{tr}\big[(\partial_zG)\Sigma+\Sigma(G\overleftarrow{\partial}_{z})\big](z,z).
\end{equation}
By (\ref{eom}) the two products are
\begin{align}
(\partial_zG)\Sigma&=-i(hG\Sigma+\Sigma+\Sigma G\Sigma),\\
\Sigma(G\overleftarrow{\partial}_z)&=i(\Sigma Gh+\Sigma+\Sigma G\Sigma).
\end{align}
Their last two terms cancel in the sum, leaving $\dot E_{int}=2\,\mathrm{tr}\,h[\Sigma,G](t,t)$. From (\ref{rhodot}), since $\mathrm{tr}\,h[h,\rho]=0$,
\begin{equation}
\frac{d}{dt}2\,\mathrm{tr}\,h\rho
=2\,\mathrm{tr}\,\dot h\rho-2\,\mathrm{tr}\,h[\Sigma,G](t,t).
\end{equation}
Adding the two rates gives
\begin{equation}
\dot E=2\,\mathrm{tr}\,\dot h\rho .
\end{equation}
The energy lost by one part is gained by the other, and the total changes only through external work. A time-dependent $v$ would add its own work term. Both laws assume a self-consistent $G$, because (\ref{eom}) must hold with the $\Sigma$ derived from $\Phi$.

\section{Thermodynamic consistency and a scheme that fails}

At the stationary point only explicit parameters contribute to a derivative of $\Omega$. Equation (\ref{omega}) gives
\begin{equation}
\frac{\partial\Omega}{\partial\mu}=-\mathrm{Tr}\,G=-N,\qquad
\frac{\partial\Omega}{\partial h_{ii}}=n_i .
\end{equation}
For temperature, measure time in units of $\beta$: then $\beta\Omega$ depends on $\beta(h-\mu)$ and $\beta v$. Uniform scaling of $v$ gives $v\,\partial_v\Phi=\tfrac12\mathrm{Tr}\,\Sigma G$ by the four-leg rule, hence
\begin{equation}
\frac{\partial(\beta\Omega)}{\partial\beta}\bigg|_\mu=E-\mu N,\qquad
E=\mathrm{Tr}\,hG+\tfrac12\mathrm{Tr}\,\Sigma G .
\label{energy}
\end{equation}
At order $n$ the same rule reads $n\Phi_n=\tfrac12\mathrm{Tr}\,\Sigma_nG$, so $\Phi_2=\tfrac14\mathrm{Tr}\,\Sigma^{(2)}G$.

Mixed derivatives of $\Omega$ commute, so $\partial n_i/\partial h_{jj}=\partial n_j/\partial h_{ii}$. Suppose instead that one subtracts $-G_AW^c_{AA}$ with the full $W$. This term responds to $G_{EE}$, whereas the subtraction has no $EE$ block that responds to $G_A$. The second derivatives of any candidate functional would disagree, so none exists. This subtraction also removes environment screening from $\Sigma_{AA}$.

\section{Implementation}

\begin{enumerate}
\item From $G$ form $\Sigma^{HF}$, $P$, $W$ and $\Sigma_{GW}$. Repeat within $A$ using $G_A$ and $v_A$.
\item Obtain $\Sigma_S$ from $G_A$: directly for a skeleton solver, or by solving the impurity with $\mathcal G_0^{-1}=G_A^{-1}+\Sigma_S$ and bare $v_A$.
\item Assemble (\ref{sigma}), solve the Dyson equation, mix and repeat until $G$ and $\Sigma$ are both stationary.
\end{enumerate}

For $\Omega$, separate the static part. Let $\Sigma_c=\Sigma-\Sigma^{HF}$, $G_r=(i\omega_n+\mu-h-\Sigma^{HF})^{-1}$, and let $e_k$ be the eigenvalues of $h+\Sigma^{HF}-\mu$. Then
\begin{align}
\Omega={}&\Phi-\mathrm{Tr}\,\Sigma^{HF}G-\frac2\beta\sum_k\ln(1+e^{-\beta e_k})\nonumber\\
&-\frac2\beta\sum_n\mathrm{tr}\big[\ln(1-G_r\Sigma_c)+\Sigma_cG\big].
\end{align}
The last two terms belong in one sum. Separately they fall as $\omega_n^{-2}$; since $G-G_r=G_r\Sigma_cG$, the leading parts cancel and $\omega_n^{-4}$ remains.

\section{A four-site chain}

The model is an open chain with hopping $t$, zero site energies, $\beta=4/t$ and $\mu=1.8t$. Sites 0 and 1 are active, with $U=2t$; sites 2 and 3 have $U=1.5t$. Between sites $v_{ij}=0.6t/|i-j|$. The solver is the second-order skeleton with bare $v_A$, so the chain does not assess an exact active solver.

\begin{center}
\begin{tabular}{lccc}
 & $\Omega/t$ & $E/t$ & $N$\\
GW & $-8.1467$ & $-1.0228$ & 3.8371\\
Embedding & $-8.1149$ & $-0.9892$ & 3.8388\\
Full diagonalization & $-8.1338$ & $-0.9433$ & 3.8744
\end{tabular}
\end{center}

The full diagonalization solves this model without a diagrammatic approximation. Relative to it, embedding lowers the energy error from $0.079t$ to $0.046t$ in magnitude, but the error of $\Omega$ changes sign and grows from $0.013t$ to $0.019t$. The deficit in $N$ barely moves, from 0.037 to 0.036. A conserving theory satisfies exact relations among its own quantities; that does not make each quantity more accurate.

Those relations were tested. The derivative $-\partial\Omega/\partial\mu$ and the trace of $G$ both give $N=3.83883$. For the energy,
\begin{equation}
E-\mu N=-0.9892t-1.8t\times3.8388=-7.8990t .
\end{equation}
The temperature derivative of $\beta\Omega$, with $\mu N$ added back, and the direct formula (\ref{energy}) both give $E=-0.98920t$. Subtracting $\Omega$ leaves $TS=-7.8990t+8.1149t=0.216t$, so $S=0.216/0.25=0.86$ in units of $k_B$.

The static interaction on site 0 falls from $2t$ to $1.086t$ in $W_A$ and to $1.085t$ in the full $W$. Adding the polarization and interactions outside the active block thus changes this element very little at zero frequency. The small net change is partly a cancellation: at second order the active--environment cross terms add $0.020t$ and the environment term removes $0.023t$. On site 1 the change is larger, from $1.303t$ in $W_A$ to $1.290t$ in the full $W$. This does not measure the whole effect of the environment, because $G_A$, and with it $W_A$, already contains hopping to the environment.

With the correct subtraction, $\partial n_0/\partial h_{22}$ and $\partial n_2/\partial h_{00}$ are both $-0.01509/t$. With the full $W$ block subtracted they are $-0.01466/t$ and $-0.01491/t$. The mismatch, $2.4\times10^{-4}/t$, is about 1.6\% of the response: small here, but incompatible with any $\Omega$.

The exact active functional was tested on one orbital with $U=2t$ and two bath levels. At one point on a path of changing level, bath energies and couplings, both $d\Phi_S/ds$ from (\ref{phiimp}) and $\mathrm{Tr}\,\Sigma_SdG_A/ds$ are $-0.22093t$. At the same $G_A$, the correlation part of $\Phi_S$ is $-0.1010t$ exactly and $-0.0883t$ at second order, a ratio of 0.87. At $U=0.1t$, evaluated with the propagator found at that $U$, the ratio is 1.01. For this impurity, second order misses 13\% of the correlation functional at the larger $U$; the figure does not transfer automatically to the two-site active space.

Finally, several identities used for the dynamical laws were tested on an arbitrary propagator with three sites and three times, without time-translation symmetry. The self-energy formula, total-number identity and four-leg rule hold to rounding error. The local charge identity also holds for whole active sites, but fails by $1.1\times10^{-2}$, in the dimensionless units of that grid, for an active orbital shared by two sites. The reparametrization of time needs continuous time and was not tested on this grid. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
CHAIN: energies in t, occupations count both spins
sites 4, active sites 0 and 1, hopping 1.0 t
beta = 4.0 /t, temperature = 0.25 t, mu = 1.8 t
bare v row 0 [t]: 2.00 0.60 0.30 0.20
bare v row 1 [t]: 0.60 2.00 0.60 0.30
bare v row 2 [t]: 0.30 0.60 1.50 0.60
bare v row 3 [t]: 0.20 0.30 0.60 1.50
SEET iterations: 43
GW: Omega = -8.146743 t, E = -1.022758 t, N = 3.837067
  site occupations: 0.99671 0.87335 0.89533 1.07168
SEET: Omega = -8.114949 t, E = -0.989196 t, N = 3.838834
  site occupations: 0.99911 0.87273 0.89529 1.07170
full diagonalization: Omega = -8.133822 t, E = -0.943296 t, N = 3.874410
  site occupations: 1.00910 0.88440 0.90074 1.08017
GW minus full diag.: Omega -0.012921 t, E -0.079461 t, N -0.037343
SEET minus full diag.: Omega +0.018873 t, E -0.045900 t, N -0.035576
correlation Phi: GW -0.162512 t, SEET -0.131000 t
site 0 static interaction [t]: bare 2.0000, W_A 1.0857, full W 1.0849
SEET N from -dOmega/dmu = 3.8388330, from G = 3.8388345
SEET E from d(beta Omega)/dbeta + mu N = -0.9891961 t
SEET E from G and self-energy = -0.9891961 t
CROSS RESPONSES dn0/de2 and dn2/de0 [1/t]
active W_A subtracted: -0.0150947, -0.0150947
full W block subtracted: -0.0146632, -0.0149067
mismatch [1/t]: 1.0e-08 and 2.4e-04
EXACT IMPURITY FUNCTIONAL (one orbital, two bath levels, mu = 0.7 t)
level, bath energies, couplings [t]: 0.1 -0.8 1.3 0.7 0.5
U = 2.0 t: occupation per spin 0.42664
dPhi/ds = -0.2209287 t, Tr(S dG/ds) = -0.2209287 t
correlation Phi: exact -0.100982 t, second order at same G -0.088250 t
second order / exact: 0.8739 at U = 2.0 t, 1.0136 at U = 0.1 t
ARBITRARY PROPAGATOR ON A TIME GRID (3 sites, 3 times, dimensionless)
largest self-energy deviation, derivative vs formula: 5.6e-16
largest local charge violation, whole-site active space: 4.9e-17
largest local charge violation, hybrid active orbital: 1.1e-02
largest total-number violation, both cases: 6.2e-17
largest vertex-energy deviation, both cases: 2.2e-16
\end{verbatim}
